\section*{Does an 80 Percent Scaling of Slater Integrals Measure Covalency?}

\section{The argument under review}

The argument runs as follows. Multiplet calculations for core-level spectra of a compound start from Slater integrals $F^k$ computed with Hartree--Fock orbitals of the atom or ion. The splittings come out too large, and agreement is reached when the integrals are multiplied by about $0.8$. In the compound the open-shell orbital is mixed with ligand orbitals,
\begin{equation}
\psi=a\,\phi_{\rm atom}+b\,\phi_{\rm ligand}.
\end{equation}
A Coulomb integral contains four orbital factors, so its on-site part is multiplied by $a^4$. Setting $a^4=0.8$ gives $a^2\approx0.89$, and the scaling factor is read as a measure of covalency.

The $a^4$ dilution is sound if overlap and the integrals involving ligand orbitals are neglected. The inference also needs an unstated premise: without ligands, the factor would be $1$. A free atom can decide whether that premise holds. I first ask what the omitted configurations do to a $p^n$ shell, then compute a case. Spin--orbit coupling and relativity are left out throughout.

\section{One configuration}

Let $P(r)$ be the radial function of the shell, $\int P^2dr=1$, and
\begin{equation}
F^k=\iint P^2(r)\,\frac{r_<^k}{r_>^{k+1}}\,P^2(r')\,dr\,dr'.
\end{equation}
For real orbitals $x,y,z$, the angular density of $x^2$ is $[1+(3\hat x^2-1)]/4\pi$ and that of $xy$ is $3\hat x\hat y/4\pi$. The multipole expansion of $1/r_{12}$ multiplies the product of two densities of order $k$ by $4\pi/(2k+1)$. With the angular averages $\overline{\hat x^2}=1/3$, $\overline{\hat x^4}=1/5$ and $\overline{\hat x^2\hat y^2}=1/15$,
\begin{align}
(xx|xx)&=F^0+\tfrac15\left(\tfrac95-2+1\right)F^2=F^0+\tfrac4{25}F^2,\nonumber\\
(xx|yy)&=F^0+\tfrac15\left(\tfrac9{15}-2+1\right)F^2=F^0-\tfrac2{25}F^2,\nonumber\\
(xy|xy)&=\tfrac15\cdot\tfrac9{15}F^2=\tfrac3{25}F^2.
\label{eq:real}
\end{align}
The triplet pair $xy$ is $^3P$, with energy $(xx|yy)-(xy|xy)$. The singlet pair $xy$ belongs to $^1D$, with a plus sign instead. The combination $(x^2+y^2+z^2)/\sqrt3$ is $^1S$, with energy $(xx|xx)+2(xy|xy)$. Hence
\begin{equation}
v=F^0+fF^2,\qquad f(^3P)=-\tfrac5{25},\quad f(^1D)=\tfrac1{25},\quad f(^1S)=\tfrac{10}{25}.
\label{eq:pair}
\end{equation}

For $p^3$ I keep the pair energies $v_T,v_D,v_S$ of $^3P,{}^1D,{}^1S$ general, because an effective interaction need not have the form (\ref{eq:pair}). The $^4S$ state has three parallel spins in $x,y,z$, so its energy is $3v_T$. For the doublets take $x^2y$ and $z^2y$ with the unpaired spin up. Let $A$ be the energy of a pair $x^2$ and $B$ the matrix element $x^2\to z^2$. Then $A+2B=v_S$ and $A-B=v_D$, which give
\begin{equation}
A=\frac{v_S+2v_D}{3},\qquad B=\frac{v_S-v_D}{3}.
\end{equation}
In $x^2y$ the parallel pair contributes $v_T$, and the antiparallel $xy$ pair, half triplet and half singlet, contributes $(v_T+v_D)/2$. The sum $x^2y+z^2y$ is the scalar $x^2+y^2+z^2$ times $y$, since $y^3$ is forbidden by the Pauli principle. It is therefore $^2P$, and the difference is $^2D$:
\begin{align}
E(^2D)&=A-B+\tfrac32v_T+\tfrac12v_D=\tfrac32(v_T+v_D),\nonumber\\
E(^2P)&=A+B+\tfrac32v_T+\tfrac12v_D=\tfrac32v_T+\tfrac56v_D+\tfrac23v_S.
\label{eq:p3}
\end{align}
Inserting (\ref{eq:pair}) gives $F^2$ coefficients $-15/25$, $-6/25$ and $0$ for $^4S$, $^2D$ and $^2P$, so
\begin{equation}
E(^2D)-E(^4S)=\tfrac9{25}F^2,\qquad E(^2P)-E(^4S)=\tfrac{15}{25}F^2.
\label{eq:spacings}
\end{equation}

\section{What an omitted configuration does}

Let $\mathcal P$ project on the open-shell configuration and $\mathcal Q$ on the omitted ones. The $\mathcal Q$ part of $H\Psi=E\Psi$ gives $\mathcal Q\Psi=(E-\mathcal QH\mathcal Q)^{-1}\mathcal QH\mathcal P\Psi$. Substitution in the $\mathcal P$ part yields
\begin{equation}
H_{\rm eff}(E)=\mathcal PH\mathcal P+\mathcal PH\mathcal Q\,(E-\mathcal QH\mathcal Q)^{-1}\mathcal QH\mathcal P .
\end{equation}
If the couplings are small compared with the mean excitation energy $\Delta>0$, and the spread of levels about it is also small, the inverse may be replaced by $-1/\Delta$. This is second-order theory with a common denominator.

Take for $\mathcal Q$ the pair excitations $p^2\to p'^2$ into an empty shell with radial function $P'$, and define
\begin{equation}
X_k=\iint P(r)P'(r)\,\frac{r_<^k}{r_>^{k+1}}\,P(r')P'(r')\,dr\,dr'.
\end{equation}
The coupling uses the integrals $(xx'|xx')$, $(xx'|yy')$, $(xy'|xy')$ and $(xy'|yx')$, of which the last two are equal. Their angular parts are those of (\ref{eq:real}), with $P^2$ replaced by $PP'$. The coupling of a pair term is therefore $X_0+fX_2$, with the same $f$, and its shift is
\begin{equation}
u=-\frac{(X_0+fX_2)^2}{\Delta}
=-\frac{X_0^2}{\Delta}-\frac{2X_0X_2}{\Delta}f-\frac{X_2^2}{\Delta}f^2 .
\label{eq:shift}
\end{equation}
The first term is common to all pairs. The second has the form of a change of $F^2$ by $-2X_0X_2/\Delta$. The third is not a scaling.

The sign of the second term is fixed. The charge density $P P'\,Y_{k0}/r^2$ has Coulomb self-interaction $4\pi X_k/(2k+1)$. That integral equals the integral of its squared electric field divided by $4\pi$, so $X_k>0$. The cross term thus reduces $F^2$. For a general shell $l^2\to l'^2$ with equal angular momenta, the angular factors again carry over, so the coupling is $X_0+\sum_{k>0}f_kX_k$. Products $X_kX_{k'}$ with $k,k'>0$ are again not scalings, and the cross term with $X_0$ is
\begin{equation}
\delta F^k=-\frac{2X_0X_k}{\Delta},\qquad k>0 .
\end{equation}

In $p^3$ both $p'$ electrons must return together while the third electron is a spectator. This channel therefore gives a pair interaction, and (\ref{eq:p3}) applies to the shifts:
\begin{align}
\delta[E(^2D)-E(^4S)]&=\tfrac32(u_D+u_T)-3u_T=\tfrac32(u_D-u_T)\nonumber\\
&=-\frac{3}{2\Delta}\left[2X_0X_2\,\tfrac6{25}+X_2^2\,\tfrac{1-25}{625}\right]\nonumber\\
&=\frac9{25}\left[-\frac{2X_0X_2}{\Delta}+\frac4{25}\frac{X_2^2}{\Delta}\right].
\label{eq:DS}
\end{align}
The spacing shrinks if $X_0>\frac2{25}X_2$. No ligand has entered.

\section{A free arsenic atom}

Free As, $4s^24p^3$, has the three terms just treated. The orbitals come from a restricted open-shell Hartree--Fock calculation of $^4S$ in the cc-pVDZ basis, which has one correlating $p'$ shell. The integrals are $F^2=5.138$, $X_0=1.290$ and $X_2=1.822$~eV, with $\Delta=32.27$~eV. The cross term is
\begin{equation}
-\frac{2(1.290)(1.822)}{32.27}=-0.146\ {\rm eV},
\end{equation}
and the square term in (\ref{eq:DS}) returns $0.16(1.822)^2/32.27=0.016$~eV. The effective change of $F^2$ for $^2D$--$^4S$ is $-0.129$~eV after rounding, or $2.5$ percent of $F^2$.

The mechanism has the right sign and nearly the form of a scaling, but this one channel is far too weak to give a factor of $0.8$. The other excitations must be included. Full configuration interaction (CI) of the five valence electrons, with the other 28 frozen, gives these ratios of the spacings to (\ref{eq:spacings}):
\begin{center}
\begin{tabular}{lcc}
Orbital space & $^2D$--$^4S$ & $^2P$--$^4S$\\
$4s,4p$ & 1.000 & 0.828\\
$+\,p'$ & 0.962 & 0.794\\
$+\,s'$ & 0.961 & 0.788\\
$+\,d'$ (full basis) & 0.913 & 0.839
\end{tabular}
\end{center}

In the first row the one added configuration of the same parity is $4p^5$. Its single term is $^2P$, so it pushes down the $^2P$ level and leaves the other two alone. This is configuration interaction inside the atom, but it is not a scaling. In the last step the $^2P$--$^4S$ spacing opens again. Enlarging a variational space cannot raise these levels, so $d'$ lowers $^4S$ more than $^2P$. The increments depend on the order of addition and are not unique shares.

In the full basis the spacings fall from $1.85$ to $1.69$~eV and from $3.08$ to $2.59$~eV. In this basis the two ratios are unequal, so no single factor reproduces both spacings. A least-squares fit weighted by the degeneracies $4,10,6$ gives $0.84$, the same as the $^2P$--$^4S$ ratio. The reason is that the weighted mean of the coefficients $-15,-6,0$ is $-6$, so $^2D$ sits at the centre and does not affect the slope. The fit misses levels by up to $0.07$~eV. The ratio $[E(^2P)-E(^2D)]/[E(^2D)-E(^4S)]$, which any scaling of $F^2$ leaves at $2/3$, becomes $0.53$ in this basis. Most of this departure is due to the small basis, as the next paragraph shows.

These figures are not converged. In five-electron full CI, adding the $f$ shell of cc-pVTZ to cc-pVDZ changes the two ratios from $0.913$ and $0.839$ to $0.81$ and $0.80$. Taking the $d$ shells from cc-pVTZ as well gives $0.80$ and $0.78$, spacings of $1.47$ and $2.40$~eV, a term ratio of $0.64$ instead of $0.53$, and a misfit of the common factor of only $0.01$~eV. In the larger basis one factor thus describes the three terms well. With $4s$ also frozen, three-electron full CI gives ratios $0.961$ and $0.849$ in cc-pVDZ, but $0.863$ and $0.786$ in cc-pVTZ. The larger basis adds several shells at once, including $f$, so the change cannot be assigned to one of them. Core correlation is missing as well. Every full-basis calculation gives a reduction without ligands, from 4 to 22 percent of the single-configuration spacing, and both three-electron reductions grow from cc-pVDZ to cc-pVTZ. The difference between the two ratios depends on the basis too: in the three-electron calculations it falls from $0.112$ to $0.077$. So neither the size of the reduction nor the departure from a common factor is converged here, and the number $0.8$ is not derived. The numerical check checks the pair shifts against explicit determinants and the angular rule for a $d$ shell as well.

\section{What the factor can and cannot say}

The premise of the reviewed argument fails. A factor below $1$, relative to Hartree--Fock integrals, is already needed in this free atom when one configuration has to stand for the correlated levels. It therefore cannot by itself be converted into a ligand weight.

Covalency may still be present in a compound. Suppose that one factor $s_{\rm ion}$ describes the free ion adequately, that the ligands do not alter the intra-atomic correlation behind it, and that the dilution picture of the first section holds. The factor fitted in the compound is then
\begin{equation}
s_{\rm solid}=s_{\rm ion}\,a^4,\qquad a^4=\frac{s_{\rm solid}}{s_{\rm ion}} .
\end{equation}
If $s_{\rm solid}=s_{\rm ion}$, this estimate gives $a=1$, however far both lie below $1$. The reviewed argument sets $s_{\rm ion}=1$ and so assigns the atomic reduction to the ligands. If the ligands leave the intra-atomic correlation unaltered and their configurations are included explicitly in the model, the dilution is already present, and the integrals should carry the free-ion factor alone. Otherwise covalency is counted twice.

Two limits remain. No choice of $F^2$ imitates a shift of one term, such as the $4p^5$ mixing produces. Adding that configuration alone is not a cure, however: in As it moves the term ratio from $2/3$ to $0.38$, while the $d$ and $f$ excitations offset it and bring the ratio back to $0.64$ in the largest basis used. Whether one factor suffices has to be checked on the free ion. And the example concerns integrals within one open shell. The core--valence integrals $F^k$ and $G^k$ of a core-level spectrum involve other excitations, and their factors do not follow from the numbers given here.

\section*{Computed results}
\begin{verbatim}
Free As atom, 4s2 4p3; ROHF orbitals of 4S, cc-pVDZ
ROHF total energy: -2234.166119 hartree
F2(4p,4p): 5.1376 eV
R0(4p4p;p'p'): 1.2898 eV
R2(4p4p;p'p'): 1.8218 eV
mean pair gap: 32.2695 eV
second-order shift of pair term 3P: -0.0265 eV
second-order shift of pair term 1D: -0.0575 eV
second-order shift of pair term 1S: -0.1263 eV
cross-term change of F2: -0.1456 eV
change of F2 from 2D-4S, with square term: -0.1292 eV
cross-term factor (F2 + change)/F2: 0.9717
2D-4S single configuration: 1.8495 eV
2D-4S five-electron full CI: 1.6885 eV
2P-4S single configuration: 3.0826 eV
2P-4S five-electron full CI: 2.5866 eV
Rows: (2D-4S ratio), (2P-4S ratio), (best common factor)
Three electrons in 4p and p', 4s frozen:
  pairs, second order: 0.975, 0.970, 0.970
  pairs, diagonalized: 0.976, 0.971, 0.971
  singles only, diagonalized: 0.992, 0.985, 0.985
  all excitations: 0.967, 0.956, 0.956
Five electrons, nested full CI spaces:
  4s 4p: 1.000, 0.828, 0.828
  4s 4p + p': 0.962, 0.794, 0.794
  4s 4p + p' s': 0.961, 0.788, 0.788
  4s 4p + p' s' d' (all of cc-pVDZ): 0.913, 0.839, 0.839
Largest misfit of the common factor, full CI: 0.0683 eV
(2P-2D)/(2D-4S), one configuration: 0.6667
(2P-2D)/(2D-4S), full CI: 0.5319
Basis sensitivity, three-electron full CI, 4s frozen:
  cc-pVDZ: 0.961, 0.849, 0.849
  cc-pVTZ: 0.863, 0.786, 0.786
F2(4p,4p) in cc-pVTZ: 5.0961 eV
\end{verbatim}
